\section*{Jackson factors and facets for aluminium and silicon (111) faces}

\section*{Question}

I have an exercise on growth from the melt. From the melting entropies and the fraction of bonds lying in the surface layer, I am to calculate the Jackson factor for the close-packed faces of aluminium and silicon, and then say which interface should grow with facets. My rough data are $\Delta S=11$ J/(mol K) for aluminium and $30$ J/(mol K) for silicon.

For aluminium I count 6 of the 12 neighbours in a (111) plane. In silicon, however, an atom has no nearest neighbour at all in its own (111) plane, so my factor is zero and the face should be rough. Yet I have read that silicon crystals grown from the melt do show (111) facets. What am I counting wrongly? I also do not see why the factor should be compared with 2, or how far I can trust that number.

\section*{Answer}

Your neighbour count is right for a single plane of atoms, but that plane is not the layer by which silicon grows. I shall settle the layers first, then derive the factor and the number 2, since the derivation also shows what the prediction is worth.

\subsection*{Which atoms belong to the layer?}

Let $Z$ be the number of nearest-neighbour bonds of an atom inside the crystal, and $\eta$ the number that stay within its growth layer.

In aluminium (face-centred cubic) the bonds point along $(\pm1,\pm1,0)$ and the permutations of these vectors. A bond lies in the (111) plane if its scalar product with $(1,1,1)$ vanishes, which requires opposite signs. There are six such bonds; three more point up and three down. Hence $\eta/Z=6/12$.

Silicon is not close-packed: each atom has only four neighbours. From one kind of site the bonds point along
\[
(1,1,1),\quad (1,-1,-1),\quad (-1,1,-1),\quad (-1,-1,1).
\]
Their scalar products with $(1,1,1)$ are $3,-1,-1,-1$. None is zero, which is your result. But three bonds lead to a plane very close by, and one leads to a plane three times as far away. The two close planes form a puckered double layer. Cutting the crystal between double layers breaks one bond per surface atom; cutting inside one breaks three. The low-energy flat face therefore ends with a complete double layer, and growth proceeds by adding whole double layers. Within such a layer each atom has three of its four bonds, so $\eta/Z=3/4$.

\subsection*{Free energy of a partly filled layer}

Take a complete crystal below, melt above, and between them one layer with $N$ sites. A fraction $x$ of the sites is solid and the rest is melt. The assumptions are:
\begin{itemize}
\item each bond between neighbouring solid atoms has energy $-\phi$, and the melt is the zero of energy;
\item the solid atoms are distributed at random over the sites;
\item the temperature is the melting temperature $T_m$, and volume changes are ignored.
\end{itemize}
Each bond is shared by two atoms, so melting costs the energy
\begin{equation}
L=\frac{Z\phi}{2}
\label{latent}
\end{equation}
per atom. This is the latent heat per atom.

Now let $Nx$ melt atoms join the layer. Of the $Z-\eta$ bonds leaving the layer, half on average go down to the crystal. The other half go up to the melt and contribute nothing. Inside the layer there are $N\eta/2$ neighbour pairs, and with random filling both partners are solid with probability $x^2$. The energy change is
\begin{equation}
\Delta U=-N\phi\,\frac{Z-\eta}{2}\,x-N\phi\,\frac{\eta}{2}\,x^2 .
\end{equation}
Each atom also gives up its melting entropy. At $T_m$ bulk solid and melt have equal free energy, so this loss costs $T_m\Delta S/N_A=L$ per atom. Adding $NLx$ and using \eqref{latent},
\begin{align}
\Delta U+NLx
&=N\phi\left[\frac{Z}{2}x-\frac{Z-\eta}{2}x-\frac{\eta}{2}x^2\right]\nonumber\\
&=N\,\frac{\eta\phi}{2}\,x(1-x).
\label{energy}
\end{align}
An empty and a full layer cost the same, as they must at $T_m$; a half-filled layer costs most, because it has many missing bonds. A bond-by-bond sum over random layers of both geometries, at $x=0.2$, $0.5$ and $0.7$, differs from \eqref{energy} by at most $0.0020\,\phi$ per site.

Against this cost stands the entropy of arranging the solid atoms. The number of arrangements is $W=N!/[(Nx)!\,(N-Nx)!]$. With $\ln n!\approx n\ln n-n$ the linear terms cancel, since $-N+Nx+N(1-x)=0$, and so do the terms in $\ln N$. What remains is
\begin{equation}
\ln W=-N\left[x\ln x+(1-x)\ln(1-x)\right].
\end{equation}
Subtracting $kT_m\ln W$ from \eqref{energy} and dividing by $NkT_m$ gives
\begin{equation}
g(x)=\alpha x(1-x)+x\ln x+(1-x)\ln(1-x),
\label{g}
\end{equation}
with the Jackson factor
\begin{equation}
\alpha=\frac{\eta\phi}{2kT_m}
=\frac{\eta}{Z}\,\frac{L}{kT_m}
=\frac{\eta}{Z}\,\frac{\Delta S}{R}.
\label{alpha}
\end{equation}
The second form uses $\phi=2L/Z$; the third uses $L=T_m\Delta S/N_A$ and $R=N_Ak$.

\subsection*{Where the number 2 comes from}

The derivatives of \eqref{g} are
\begin{align}
g'(x)&=\alpha(1-2x)+\ln\frac{x}{1-x},\label{slope}\\
g''(x)&=-2\alpha+\frac{1}{x(1-x)} .
\label{curvature}
\end{align}
By symmetry $g'(1/2)=0$. The last term of \eqref{curvature} is smallest at $x=1/2$, where it equals 4.

For $\alpha<2$ the curvature is therefore positive everywhere, and the half-filled layer is the single minimum. Solid and melt sites are mixed throughout the layer: the interface is rough.

For $\alpha>2$ the point $x=1/2$ is a maximum. Going from $x=0$ to $1/2$, $g'$ starts at $-\infty$, rises to one positive maximum, and falls back to zero. It thus crosses zero once on the way, which gives a minimum at some $x<1/2$; symmetry gives its partner at $1-x$. Both satisfy
\begin{equation}
\ln\frac{x}{1-x}=\alpha(2x-1).
\label{minima}
\end{equation}
Just above $\alpha=2$ the two minima lie close to $x=1/2$; as $\alpha$ grows they move towards 0 and 1. The layer then prefers to be nearly empty or nearly full, and the face is smooth.

The link to growth is as follows. On a rough face an arriving atom finds attachment sites everywhere, and the interface can advance at every point. On a smooth face an isolated atom has few bonds and tends to return to the melt. Growth then needs the edge of an existing layer, or a new island large enough to survive. Layers spread sideways, and the face stays flat.

\subsection*{The two factors}

Your entropies correspond to $\Delta S/R=1.323$ and $3.608$. Equation \eqref{alpha} gives
\begin{align}
\text{Al(111):}\quad \alpha&=\frac{6}{12}\times1.323=0.66,\\
\text{Si(111):}\quad \alpha&=\frac34\times3.608=2.71 .
\end{align}
By Jackson's criterion the aluminium face is rough and should grow without facets; the silicon face is smooth and should grow with them.

For aluminium the preferred coverage is $1/2$. For silicon, \eqref{minima} gives $x=0.11$ and $0.89$. If both halves of the double layer are filled equally, the half-filled silicon layer lies $0.065\,kT_m$ per site above these minima. That is the cost of filling the whole layer evenly, not the barrier for forming an island.

The rounding of your data does not matter for this classification. Setting $\alpha=2$ in \eqref{alpha} gives $\Delta S=2RZ/\eta$, which is 33 J/(mol K) for aluminium and 22 J/(mol K) for silicon. The aluminium value would have to triple, and the silicon value would have to fall by about a quarter.

The face matters as much as the material. On Si(110) two of the four bonds lie in the layer, and $\alpha=1.80$. On Si(100) none does, and $\alpha=0$. At the same melting entropy, (111) is the one face of these three for which the criterion predicts facets.

\subsection*{Are the two halves of the silicon layer equivalent?}

The derivation gave each atom the average number of bonds to the crystal below. In the silicon double layer, a lower atom has one such bond and an upper atom has none. Let their coverages be $a$ and $b$, and let $\epsilon=\phi/(kT_m)=2\alpha/3$, from \eqref{alpha} with $\eta=3$.

Since $L=2\phi$, the entropy loss costs $2\epsilon$ per atom in units of $kT_m$. A lower atom regains $\epsilon$ from its bond to the crystal. There are three bonds inside the layer for each pair of one lower and one upper site. With $s(x)=x\ln x+(1-x)\ln(1-x)$, the free energy per site is
\begin{equation}
g_2=\tfrac12\left[\epsilon a+2\epsilon b-3\epsilon ab+s(a)+s(b)\right].
\label{g2}
\end{equation}
For $a=b=x$ this returns \eqref{g}, because $3\epsilon/2=\alpha$. Setting both derivatives to zero gives
\begin{equation}
\ln\frac{a}{1-a}=\epsilon(3b-1),\qquad
\ln\frac{b}{1-b}=\epsilon(3a-2).
\end{equation}
The half-filled state now has $a=(1+m)/2$ and $b=(1-m)/2$. The first equation becomes $2\,\mathrm{artanh}\,m=\epsilon(1-3m)/2$, and the second gives the same condition. In terms of $\alpha$,
\begin{equation}
\mathrm{artanh}\,m=\frac{\alpha}{6}(1-3m).
\label{m}
\end{equation}
For stability, look at the second derivatives of $2g_2$. Both diagonal ones equal $4/(1-m^2)$, and the mixed one is $-3\epsilon=-2\alpha$. The softest change raises $a$ and $b$ together, with curvature proportional to $4/(1-m^2)-2\alpha$. It becomes unstable when
\begin{equation}
\alpha(1-m^2)=2 .
\label{limit2}
\end{equation}
Solving \eqref{m} and \eqref{limit2} together gives $\alpha=2.06$. Direct minimization of \eqref{g2} agrees: 3\% below this value the mean coverage is within 0.03 of one half, and 3\% above it the departure exceeds 0.08.

Silicon, at 2.71, remains on the smooth side. Its nearly empty state has 20\% of the lower sites filled and 7\% of the upper ones, as expected from the extra bond of the lower atoms.

\subsection*{How far can the number 2 be trusted?}

Random mixing is a weak assumption. Solid atoms gain energy by sitting together, so they form clusters. A layer can then remain disordered on a large scale while paying for fewer broken bonds than \eqref{energy} charges.

To keep these correlations, write the occupation of a site as $n=(1+s)/2$ with $s=\pm1$. A bond energy $-\phi nn'$ then contains $-(\phi/4)ss'$, which is the Ising model with coupling
\begin{equation}
K=\frac{\phi}{4kT_m}=\frac{\alpha}{2\eta}.
\end{equation}
The terms linear in $s$ must be traced too. In aluminium, the entropy cost less the bonds to the crystal is $\eta\phi/2$ per solid atom, which contributes $+(\eta\phi/4)s$. The $\eta$ bonds within the layer contribute $-(\eta\phi/4)s$, and the two cancel. In silicon the corresponding costs are $\phi$ for a lower atom and $2\phi$ for an upper one. The linear terms are then
\begin{align}
\text{lower:}\quad &\left(\frac{\phi}{2}-\frac{3\phi}{4}\right)s=-\frac{\phi}{4}s,\\
\text{upper:}\quad &\left(\phi-\frac{3\phi}{4}\right)s=+\frac{\phi}{4}s .
\end{align}

The ordering threshold can be estimated on long strips of width $w$. The Boltzmann weights for adding rows form a matrix. If its two largest eigenvalues in magnitude are $\lambda_0$ and $\lambda_1$, correlations along the strip decay at the rate $\kappa_w=\ln(\lambda_0/|\lambda_1|)$. At a continuous transition the width is the one large length left, so $1/\kappa_w$ grows in proportion to $w$. The threshold is therefore estimated as the coupling at which $w\kappa_w$ agrees for two widths.

Widths of 6 and 8 sites give $\alpha=3.30$ for the aluminium layer. For silicon they give 3.94 if the linear terms are dropped and 4.3 with them; widths 4 and 6 also give 4.3 in the latter case. Without linear terms the exact thresholds are known, $3\ln3\approx3.30$ for the aluminium geometry and $3\,\mathrm{arcosh}\,2\approx3.95$ for that of silicon. The strip estimates agree with them within 2\%.

Aluminium is rough on either reckoning. Silicon is not so simple: its 2.71 lies above the mean-field threshold but well below 4.3. With correlations included, the same one-layer bond model no longer predicts a smooth Si(111) face. Within this one-layer model, the prediction of facets comes from Jackson's mean-field approximation, not from the bonds themselves. An interface spread over several layers is not treated here.

\subsection*{Comparison with real growth}

The entropies, and the melting temperatures of 930 K and 1700 K used here, are rough values for the real materials. Silicon does show (111) facets when grown from its melt, and aluminium normally grows without facets. The criterion thus sorts the two correctly, but the previous section shows that this success does not prove the model. For silicon to reach the correlated threshold, $\phi/(kT_m)$ would have to be $4.3/2.71\approx1.6$ times larger, with the relative size of the linear terms held fixed. The model spreads the latent heat evenly over the bonds and gives the melt no structure near the crystal. Silicon changes from a semiconductor to a metallic liquid on melting, so both simplifications are doubtful. That they account for the missing factor is a conjecture; nothing here tests it.

Growth also needs some undercooling $\Delta T$. With constant $\Delta S$, each atom that solidifies then gains the free energy $\Delta S\,\Delta T/N_A$, which adds $-tx$ to $g$, where
\begin{equation}
t=\frac{\Delta S}{R}\frac{\Delta T}{T_m}.
\end{equation}
For silicon at $\Delta T=5$ K this is $3.608\times5/1700=0.0106$. The minima now obey $g'(x)=t$, so the nearly empty one survives as long as $t$ is below the largest value that $g'$ takes between $x=0$ and $x=1/2$. By \eqref{curvature} that maximum lies where $x(1-x)=1/(2\alpha)$, and \eqref{slope} gives 0.255 there. A 5 K undercooling reaches about 4\% of this limit, with $\alpha$ held at its value at $T_m$ and both halves of the double layer filled equally. If the halves may differ, as in \eqref{g2}, the limit drops to about 0.205 and the fraction rises to about 5\%. Within mean-field theory it does not remove the smooth state. In the same theory, a much larger undercooling removes the minimum of the nearly empty layer, and the face could then fill without waiting for islands or layer edges.

For your exercise, then, use $\eta/Z=1/2$ for aluminium and $3/4$ for the silicon double layer, and name Jackson's criterion as the basis of the prediction. The main values quoted here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Al rough melting entropy: 11 J/(mol K)
Si rough melting entropy: 30 J/(mol K)
Al rough melting temperature: 930 K
Si rough melting temperature: 1700 K
Gas constant R: 8.3145 J/(mol K)
Al entropy / R: 1.323 (no unit)
Si entropy / R: 3.608 (no unit)
Al(111) in-layer / all bonds: 6/12
Si(111) double layer, in-layer / all bonds: 3/4
Al bond energy phi: 17.7 meV
Si bond energy phi: 264 meV
Al(111) Jackson factor: 0.66, rough, non-faceted
Si(111) Jackson factor: 2.71, faceted
Si(110) bonds 2/4, factor 1.80, rough, non-faceted
Si(100) bonds 0/4, factor 0.00, rough, non-faceted
Threshold from counting minima: 2.000 (no unit)
Largest random-layer energy error: 0.0020 phi
Al entropy needed for factor 2: 33.3 J/(mol K)
Si entropy needed for factor 2: 22.2 J/(mol K)
Al preferred coverage: 0.500 (no unit)
Si preferred coverages: 0.106 and 0.894
Si barrier at half filling: 0.0650 kTm per site
Si sublayer mean-field threshold: 2.058 (no unit)
Si nearly empty state, lower sublayer coverage: 0.196
Si nearly empty state, upper sublayer coverage: 0.073
Al(111) correlated-layer threshold: 3.30 (no unit)
Si(111) correlated, equal sublayers: 3.94 (no unit)
Si(111) correlated, real sublayers: 4.31 (no unit)
Same from narrower strips: 4.28 (no unit)
Chosen undercooling of Si: 5 K
Tilt from this undercooling: 0.0106 kTm per site
Largest slope of Si layer energy: 0.255 kTm per site
\end{verbatim}
